# Extrapolating electromigration life from test to use with Black's law

## Problem

An electric current in a metal line can drag atoms along with the electrons. If metal leaves the cathode end and is not replaced, a void can grow there until the line fails. The median life $t_{50}$ is often described by Black's law,

$$t_{50}=A\,j^{-n}\exp\!\left(\frac{E_a}{kT}\right),$$

where $j$ is the current density, $T$ the temperature of the metal, $E_a$ the activation energy and $A$ a constant of the line and of the failure criterion.

A group of lines is tested at 573 K and 2.0 MA/cm² and has a median life of 100 h. In use the lines run at 378 K and 0.2 MA/cm². Take $n=1$ and $E_a=0.90$ eV.

1. By what factor is the life in use longer than the life in the test?
2. What is the median life in use? When have 0.1 % of the lines failed, if lives are lognormally distributed with a standard deviation of $\ln t$ equal to 0.30 at both conditions?
3. Which physical process gives $n=1$, and is $A$ then really independent of temperature?
4. Does a line 400 µm long allow this process to run its course in use?

## Hints

**Part 1.** Write the law once for each condition and divide. Use kelvin, and subtract the inverse temperatures, not the temperatures.

**Part 2.** The logarithm of the life is normally distributed. The 0.1 % point of a standard normal variable is $-3.09$.

**Part 3.** Let a small force $F$ along the electron flow lower the barrier for forward hops and raise it for backward hops. Find the mean velocity, then the time needed to open a void of fixed length.

**Part 4.** Atoms that arrive at a blocked anode compress the metal there. Ask how long the void would be when the resulting stress gradient stops the drift.

## Solution

### 1. The lifetime ratio

With the same $A$ at both conditions,

$$\frac{t_{use}}{t_{test}}=\frac{A\,j_{use}^{-1}e^{E_a/kT_{use}}}{A\,j_{test}^{-1}e^{E_a/kT_{test}}}
=\frac{j_{test}}{j_{use}}\exp\!\left[\frac{E_a}{k}\left(\frac1{T_{use}}-\frac1{T_{test}}\right)\right].$$

The bracket is positive because the line is cooler in use. Its parts are

$$\frac{E_a}{k}=\frac{0.90\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}=10444\ \text{K},$$

$$\frac1{378\ \text{K}}-\frac1{573\ \text{K}}=9.003\times10^{-4}\ \text{K}^{-1}.$$

Their product is 9.403, and $e^{9.403}=1.21\times10^4$. The current contributes a factor 10, so

$$\frac{t_{use}}{t_{test}}=10\times1.21\times10^4=1.21\times10^5 .$$

At equal temperatures only the factor 10 would remain. Most of the gain comes from cooling, which makes the result sensitive to temperature. Differentiating the law at fixed $j$ gives $d\ln t_{50}/dT=-E_a/(kT^2)$. At 378 K this is $-10444/378^2=-0.073$ per kelvin: one kelvin more in use costs about 7 % of the life.

### 2. The lives

The median life in use is

$$100\ \text{h}\times1.21\times10^5=1.21\times10^7\ \text{h}\approx1380\ \text{years}.$$

For the early failures, $\ln t=\ln t_{50}+0.30\,z$ with $z=-3.09$, so

$$t_{0.1\%}=t_{50}\,e^{-0.927}\approx0.40\,t_{50}\approx550\ \text{years}.$$

The ratio between use and test is the same for this fraction as for the median, because the width was taken to be the same at both conditions.

These are lives of single lines. If a chip fails with the first of 1000 independent lines of this kind, the chance that it has failed by that time is $1-0.999^{1000}\approx0.63$. Nor does the figure speak of other failure mechanisms.

### 3. Why $n=1$, and what $A$ contains

Let an atom hop a distance $a$ along the line with attempt rate $\nu$ over a barrier $E_a$. The force of the electron wind is $F=Z^*e\rho j$, where $\rho$ is the resistivity and $Z^*$ the magnitude of the effective charge number. It does work $Fa/2$ between the starting site and the top of the barrier. The forward and backward rates are therefore

$$\Gamma_\pm=\nu\exp\!\left(-\frac{E_a\mp Fa/2}{kT}\right),$$

and the mean velocity is

$$v=a(\Gamma_+-\Gamma_-)=2a\nu\,e^{-E_a/kT}\sinh\!\left(\frac{Fa}{2kT}\right).$$

For $a=0.25$ nm and the line parameters given below, $Fa/kT=4.7\times10^{-6}$ in the test. The hyperbolic sine may then be replaced by its argument:

$$v=a^2\nu\,e^{-E_a/kT}\,\frac{F}{kT}=\frac{DF}{kT},\qquad D=a^2\nu\,e^{-E_a/kT}.$$

Here $D$ is the diffusion coefficient: without a force, hops of length $a$ occur at rate $\nu e^{-E_a/kT}$ in each direction, so the mean square displacement grows as $2a^2\nu e^{-E_a/kT}t=2Dt$.

If the metal at the edge of an existing void drifts away at $v$, the void reaches its critical length $\delta_c$ after

$$t_{grow}=\frac{\delta_c}{v}=\frac{\delta_c\,kT}{a^2\nu\,Z^*e\rho\,j}\,e^{E_a/kT}.$$

This is Black's law with $n=1$: the drift speed is proportional to the current. Comparison gives

$$A=\frac{\delta_c\,k}{a^2\nu\,Z^*e}\,\frac{T}{\rho(T)} .$$

So $A$ is independent of temperature if $\rho\propto T$ and $Z^*$, $\nu$ and $\delta_c$ are fixed. For a resistivity of 2.50 µΩ cm at 293 K that rises linearly by 0.0030 of this value per kelvin, one finds 4.60 µΩ cm in the test and 3.14 µΩ cm in use. With $Z^*$ fixed, the ratio must be multiplied by

$$\frac{378/3.14}{573/4.60}\approx0.97,$$

which gives $1.17\times10^5$. As a test, the difference of the two hop rates was evaluated directly, without the small-force step. It gave $1.2122\times10^5$ for $\rho\propto T$ and $1.1725\times10^5$ for the linear resistivity, in agreement with the formulas.

A fixed $Z^*$ is itself an assumption. If the electrons push the hopping atom through a fixed scattering cross-section, the wind force at given $j$ does not depend on the resistivity of the metal. Then $Z^*\rho$ is constant instead of $Z^*$, so $A\propto T$. The factor becomes $378/573\approx0.66$ and the ratio $8.0\times10^4$. The numbers below keep $Z^*$ fixed unless stated otherwise.

### 4. Does the line let the void grow?

Let $x$ run from the cathode at 0 to the anode at $L$, and count tension $\sigma$ as positive. Tension lowers the chemical potential of an atom by $\Omega\sigma$, where $\Omega$ is the atomic volume, so a stress gradient adds a force $+\Omega\,\partial\sigma/\partial x$. With about $1/\Omega$ atoms per volume, the atomic flux is

$$J=\frac1\Omega\frac{D}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Z^*e\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad G=\frac{Z^*e\rho j}{\Omega}.$$

Where more atoms leave than arrive, the confined metal is stretched. The fraction of atoms lost per unit time is $\Omega\,\partial J/\partial x$, and an effective modulus $B$ turns it into tension:

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad \kappa=\frac{DB\Omega}{kT}.$$

A flat void surface carries no stress, so $\sigma(0)=0$; the capillary tension at a curved surface is neglected here. At a blocked anode the drift finally stops everywhere, $J=0$, which requires $\sigma=-Gx$. The void is then as long as the metal squeezed into the line:

$$\delta_{sat}=\int_0^L\frac{-\sigma}{B}\,dx=\frac{G}{B}\int_0^Lx\,dx=\frac{GL^2}{2B}.$$

In use $G=0.852$ MPa/µm. With $B=20$ GPa and $L=400$ µm,

$$\delta_{sat}=\frac{0.852\times400^2}{2\times20000}\ \text{µm}=3.4\ \text{µm}.$$

The critical length is 0.10 µm, about 3 % of this. Back stress spreads from the anode over a distance of order $\sqrt{\kappa t}$. Since $v=\Omega DG/kT=\kappa G/B$, we have $\kappa t_{grow}=\delta_cB/G$, whose square root is 48 µm. The anode is much farther away, so growth at the cathode is still at constant speed when the line fails. The answer to part 4 is yes, once a void exists.

A void must first form, however. Before that, both ends are blocked. If the line starts without stress, no metal enters or leaves it and the mean stress stays zero, so the final state is $\sigma=G(L/2-x)$. The greatest tension is $GL/2=170$ MPa, above the assumed nucleation stress $\sigma_c=40$ MPa. Lines shorter than

$$\frac{2\sigma_c}{G}=\frac{2\times40}{0.852}\ \text{µm}\approx94\ \text{µm}$$

never form a void in use in this model. In the test $G=12.49$ MPa/µm, and the limit for forming a void is about 6 µm. To fail, the line must also let the void reach its critical length. For a line 50 µm long, $GL^2/(2B)=0.78$ µm in the test, well above the critical 0.10 µm. If it starts without stress, such a line would fail in the test but not by this process in use, and Black's law cannot describe the passage between the two. An initial tension can remove this protection: 40 MPa is enough to form a void at once, and relaxing it adds up to $\sigma_0L/B=0.10$ µm to the void's final length.

### The model beside a real line

The parameters are rough values for a copper interconnect embedded in a dielectric: an activation energy near 0.9 eV suits diffusion along the interface between copper and its cap layer. Only the atoms near that interface then move, not the whole cross-section as in the hopping model. The mean drift speed and the effective $D$ are smaller by roughly the ratio of the interface layer's thickness to the line's, and $A$ is larger by the inverse. This factor cancels in the lifetime ratio if it is the same at both conditions, but the formula for $A$ without it does not predict the absolute life. The other assumed values are $Z^*=1$, $\Omega=0.0118$ nm³ and a line thickness of 200 nm. The current density in use is modest; at 1 MA/cm² the current factor would be 2 instead of 10. Lines much narrower than 100 nm have a higher resistivity than assumed here, because electrons scatter at surfaces and grain boundaries.

Two assumptions deserve a number.

*Metal temperature.* If 573 K is the oven temperature, Joule heating makes the metal hotter. The heat produced per area of line is $j^2\rho h$, with $h$ the line thickness. Let it flow straight down through a dielectric of thickness $b=500$ nm and conductivity $K=0.30$ W/(m K) to a substrate at oven temperature. Then $\Delta T=j^2\rho hb/K$. With $\rho$ taken at the raised temperature, this is 6.2 K in the test and 0.04 K in use. Sideways spreading would lower both values, so they are upper bounds for a line heated by its own current alone. The ratio between the two oven conditions is then larger than the nominal one by at most 21 %.

*Initial stress.* A real line is put under tension when it cools from the temperature at which it was made. Suppose it is free of stress in the test but has a uniform tension $\sigma_0=40$ MPa in use, so that a void forms at once. The void surface relaxes this tension, with $\sigma=\sigma_0\,\mathrm{erf}\!\left(x/2\sqrt{\kappa t}\right)$ added to the drift problem. Its slope at the void is $\sigma_0/\sqrt{\pi\kappa t}$, and integrating the extra growth rate $(\kappa/B)\,\partial\sigma/\partial x$ over time gives

$$\delta=vt+\frac{2\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}} .$$

Set $\delta=\delta_c$ and $s=t/t_{grow}$. With $\sqrt{\kappa t_{grow}}=48$ µm this becomes $1=s+1.09\sqrt s$, so $\sqrt s\approx0.59$ and $s\approx0.35$. If the test life is unchanged, the life in use falls to about a third of the extrapolated value. The 40 MPa is an assumed value; cooling by 195 K can leave a confined copper line under a larger tension. For 100 MPa the same equation gives $s\approx0.11$. Much of this void is not made by the current. Dropping the drift term leaves $1=1.09\sqrt s$, so with no current at all the void is critical at $s\approx0.84$ for 40 MPa and at $s\approx0.13$ for 100 MPa. This is stress-induced voiding, which Black's law does not describe. The void was placed at the cathode by assumption; a uniform tension does not single out that end. Of the two effects, this is the larger, and it goes in the unsafe direction.

## Variation 1: the life includes void nucleation

*The line starts free of stress and without a void. How does the time needed to form one change the extrapolation?*

At a blocked cathode $J=0$, so $q=\partial\sigma/\partial x$ equals $-G$ at $x=0$. Differentiating the stress equation shows that $q$ obeys the diffusion equation. Far from the anode its solution is $q=-G\,\mathrm{erfc}\!\left(x/2\sqrt{\kappa t}\right)$. The stress vanishes deep in the line, hence

$$\sigma(0,t)=-\int_0^\infty q\,dx=2G\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(u)\,du=2G\sqrt{\frac{\kappa t}{\pi}} .$$

Setting this equal to $\sigma_c$ gives

$$t_{nuc}=\frac{\pi\sigma_c^2}{4\kappa G^2}\propto j^{-2}.$$

Nucleation alone has $n=2$. In a numerical solution of the stress equation, $G$ was doubled at fixed $\kappa$; the times gave exponents 2.000 for nucleation and 1.000 for growth. With $t_{grow}=\delta_cB/(\kappa G)$,

$$\frac{t_{nuc}}{t_{grow}}=\frac{\pi\sigma_c^2}{4GB\delta_c},$$

which is 0.050 in the test and 0.74 in use. Nucleation is a minor part of the test but not of the use.

The two times may not simply be added. While the anode is not yet felt, metal drifts past a distant point at the constant speed $v$. Whatever has gone past came either from the void or from stretched metal:

$$\delta(t)+\int\frac{\sigma}{B}\,dx=vt .$$

Since $\sigma\ge0$ here, $\delta\le vt$, and the full life exceeds $t_{grow}$. After nucleation the stretched metal also pulls atoms out of the void edge, so the void grows faster than at $v$, and the full life is below $t_{nuc}+t_{grow}$. The numerical solution gives $1.005\,t_{grow}$ in the test and $1.30\,t_{grow}$ in use. By the balance above, tension worth $0.74\,\delta_c$ of metal is stored at nucleation in use, and $0.30\,\delta_c$ of it is left at failure.

The ratio rises by $1.30/1.005\approx1.29$. By itself, this effect makes extrapolation with $n=1$ cautious for a line that starts without stress. If $Z^*\rho$ rather than $Z^*$ is constant, however, the factor 0.66 from part 3 outweighs it. Using $n=2$ throughout would give $1.2\times10^6$, far too long for this model.

## Variation 2: the activation energy is uncertain

*How does the ratio change if $E_a$ is wrong by 0.05 eV, or if a second diffusion path is present? The test life stays at 100 h.*

An error $\Delta E$ multiplies the ratio by

$$\exp\!\left[\frac{\Delta E}{k}\left(\frac1{T_{use}}-\frac1{T_{test}}\right)\right]=e^{\pm0.522}=1.69\ \text{or}\ 0.59 .$$

The median in use then lies at about 2300 or 820 years. An error of under 6 % in the energy moves the life by 69 % upward or 41 % downward.

Now let a path with 0.70 eV carry 1 % of the drift in the test, and the path with 0.90 eV the rest. Rates of parallel paths add. On cooling, the weaker barrier slows its path less, by a relative factor $\exp[(0.20\ \text{eV}/k)(1/T_{use}-1/T_{test})]=e^{2.09}=8.1$. Compared with a single path of 0.90 eV, the drift in use is

$$0.99+0.01\times8.1=1.07$$

times as fast, so the life is multiplied by $1/1.07\approx0.93$. The share of the second path has grown from 1 % to $0.0808/1.071\approx7.5\,\%$. A path with a lower activation energy may be hard to see in a hot test, yet it gains weight in the cooler use and shortens the life.

The inputs and intermediate values are listed in the numerical output below.

## Table of computed values

```
Activation energy: 0.90 eV
Test and use temperature: 573, 378 K
Test and use current density: 2.0, 0.2 MA/cm2
Boltzmann constant: 8.617333e-05 eV/K
Ea/k: 10444.1 K
1/T_use - 1/T_test: 9.00302e-04 1/K
Thermal exponent: 9.4028
Thermal factor: 1.2122e+04
Current factor: 10.0
Lifetime ratio, n = 1: 1.2122e+05
Lifetime ratio if n were 2: 1.2122e+06
Median test life: 100 h
Median use life: 1.212e+07 h = 1383 years
Lognormal width: 0.30
Early-failure fraction: 0.1 %
Use life at that fraction: 547 years
Hopping ratio, rho proportional to T: 1.2122e+05
Hopping ratio, linear rho(T): 1.1725e+05
Hop length: 0.25 nm
Wind work per hop over kT, test: 4.66e-06
Exponent from stress equation, growth: 1.000
Exponent from stress equation, nucleation: 2.000
Resistivity at 293 K: 2.50 microohm cm
Its temperature coefficient: 0.0030 1/K
Resistivity, test and use: 4.60, 3.14 microohm cm
Line length: 400 um; thickness: 200 nm
Critical void length: 100 nm
Effective charge number (magnitude): 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Nucleation stress: 40 MPa
Stress gradient G, test and use: 12.49, 0.852 MPa/um
Greatest steady tension in use: 170 MPa
Length below which no void forms in use: 94 um
Saturated void length in use: 3408 nm
Nucleation/growth time, test and use: 0.050, 0.737
Total/growth time, test and use: 1.005, 1.298
Dielectric thickness: 500 nm
Dielectric conductivity: 0.30 W/(m K)
Joule heating bound, test and use: 6.20, 0.042 K
Factors on the lifetime ratio from neglected effects:
  T/rho prefactor: 0.967
  Joule heating, if T is the oven's (at most): 1.212
  void nucleation: 1.292
  Ea higher by 0.05 eV: 1.686
  Ea lower by 0.05 eV: 0.593
  parallel path of 0.7 eV: 0.934
Share of that path, test and use: 1.0, 7.5 %
```
